# Zhou-Li Spectral Estimate and Chebyshev Filtering in a Plane-Wave Basis: test program

```python
"""Zhou-Li spectral estimate and Chebyshev filtering for a plane-wave model.

Result under test: after k Lanczos steps, b = theta_max + beta_k bounds the
largest eigenvalue Lam if the start vector's overlap with the top eigenvector
is at least eta = prod(beta) / prod(b - theta). A filter on [a, b] with b < Lam
loses wanted state s (block size s) when Lam - b > a - lambda_s.
theta: Ritz values; beta: Lanczos residual norms; a, b: filter interval edges.
All energies are in hartree and lengths in bohr.
"""
import numpy as np
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
side, cutoff, width = 8.0, 8.0, 1.2
depths = np.array([3.0, 2.7])
centers = side * np.array([[0.25, 0.25, 0.25], [0.75, 0.70, 0.65]])
proj_strength, proj_width = 12.0, 0.35

# Plane-wave basis and Hamiltonians
axis = np.arange(-6, 7)
integers = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
all_g = 2 * np.pi / side * integers
keep = 0.5 * np.sum(all_g**2, axis=1) <= cutoff
integers, gvec = integers[keep], all_g[keep]
kinetic = 0.5 * np.sum(gvec**2, axis=1)
size = len(gvec)
diff = gvec[:, None, :] - gvec[None, :, :]
structure = sum(-d * np.exp(-1j * (diff @ r)) for d, r in zip(depths, centers))
potential = (structure * (2 * np.pi)**1.5 * width**3 / side**3
             * np.exp(-0.5 * width**2 * np.sum(diff**2, axis=2)))
h_local = np.diag(kinetic) + potential
projector = np.exp(-kinetic * proj_width**2 - 1j * (gvec @ centers[0]))
projector /= np.linalg.norm(projector)
h_proj = h_local + proj_strength * np.outer(projector, projector.conj())

# Check a potential matrix element by real-space quadrature of periodic wells
row = int(np.where((integers == [1, 2, -1]).all(axis=1))[0][0])
zero = int(np.where((integers == 0).all(axis=1))[0][0])
x = np.arange(32) * side / 32
quadrature = 0j
for depth, center in zip(depths, centers):
    term = -depth + 0j
    for i in range(3):
        wells = sum(np.exp(-(x - center[i] - n * side)**2 / (2 * width**2))
                    for n in range(-3, 4))
        term *= np.mean(wells * np.exp(-1j * gvec[row, i] * x))
    quadrature += term
assert abs(quadrature - potential[row, zero]) < 1e-11

ev_local, vec_local = np.linalg.eigh(h_local)
ev_proj, vec_proj = np.linalg.eigh(h_proj)
top = ev_local[-1]
assert top <= kinetic.max() + 1e-10
assert ev_proj[-1] > cutoff
assert ev_proj[-2] <= top + 1e-10


def lanczos(matrix, start, steps):
    """Return the diagonal and the residual norms, with reorthogonalization."""
    basis = np.zeros((len(start), steps), complex)
    q = start / np.linalg.norm(start)
    alpha, beta = np.zeros(steps), np.zeros(steps)
    for j in range(steps):
        basis[:, j] = q
        w = matrix @ q
        alpha[j] = np.vdot(q, w).real
        for _ in range(2):
            used = basis[:, :j + 1]
            w = w - used @ (used.conj().T @ w)
        beta[j] = np.linalg.norm(w)
        q = w / beta[j]
    return alpha, beta


def ritz(alpha, beta, k):
    tri = np.diag(alpha[:k]) + np.diag(beta[:k-1], 1) + np.diag(beta[:k-1], -1)
    return np.linalg.eigh(tri)


def random_vector():
    v = rng.normal(size=size) + 1j * rng.normal(size=size)
    return v / np.linalg.norm(v)


print(f"plane waves: {size}; largest kinetic energy: {kinetic.max():.4f} hartree")
print("lowest four local eigenvalues:", np.round(ev_local[:4], 5), "hartree")
print(f"largest eigenvalue, local: {top:.5f} hartree")
print(f"largest two, with projector: {ev_proj[-1]:.5f}, {ev_proj[-2]:.5f} hartree")

# Many random starts: actual failures and cases guaranteed by the overlap test
num_starts, max_steps = 200, 10
starts = [random_vector() for _ in range(num_starts)]
runs = {}
for name, matrix, values, vectors in (
        ("local", h_local, ev_local, vec_local),
        ("projector", h_proj, ev_proj, vec_proj)):
    largest = values[-1]
    excess = np.zeros((num_starts, max_steps))
    certified = np.zeros((num_starts, max_steps), bool)
    for i, start in enumerate(starts):
        alpha, beta = lanczos(matrix, start, max_steps)
        overlap = abs(np.vdot(vectors[:, -1], start))
        if i == 0:
            runs[name] = (alpha, beta, overlap)
        for k in range(1, max_steps + 1):
            theta = ritz(alpha, beta, k)[0]
            bound = theta[-1] + beta[k-1]
            product = np.prod(beta[:k])
            eta = product / np.prod(bound - theta)
            excess[i, k-1] = bound - largest
            certified[i, k-1] = overlap >= eta
            assert overlap * np.prod(largest - theta) <= product * (1 + 1e-8)
            if overlap >= eta * (1 + 1e-8):
                assert bound >= largest - 1e-9
    failures = np.sum(excess < 0, axis=0)
    assert failures[0] == num_starts
    assert failures[7] == 0 and failures[9] == 0
    print(f"{name}: {num_starts} random starts; median excess in hartree")
    for k in (1, 2, 3, 4, 6, 8, 10):
        print(f"  k={k}: failures {failures[k-1]}, certified "
              f"{certified[:, k-1].sum()}, excess {np.median(excess[:, k-1]):.4f}")

# The residual product equals the norm of the Ritz polynomial acting on v
alpha, beta, overlap = runs["local"]
theta6 = ritz(alpha, beta, 6)[0]
coeff = vec_local.conj().T @ starts[0]
poly = np.prod(ev_local[:, None] - theta6[None, :], axis=1)
poly_norm = np.linalg.norm(poly * coeff)
assert abs(poly_norm / np.prod(beta[:6]) - 1) < 1e-8
print(f"first start, k=6: polynomial norm {poly_norm:.5f}, "
      f"beta product {np.prod(beta[:6]):.5f} hartree^6")
print(f"first start, local: overlap with top state {overlap:.5f}")
for k in (4, 6, 10):
    theta = ritz(alpha, beta, k)[0]
    bound = theta[-1] + beta[k-1]
    eta = np.prod(beta[:k]) / np.prod(bound - theta)
    print(f"  k={k}: theta_max {theta[-1]:.5f}, beta {beta[k-1]:.5f}, "
          f"b {bound:.5f} hartree; eta {eta:.3e}")

# Distribution of random overlaps, then an upper bound of chosen confidence
sample = rng.normal(size=(4000, size)) + 1j * rng.normal(size=(4000, size))
sample /= np.linalg.norm(sample, axis=1)[:, None]
sample_overlap = abs(sample @ vec_local[:, -1].conj())
delta_test = np.sqrt(1 - 0.9**(1 / (size - 1)))
fraction = np.mean(sample_overlap < delta_test)
assert abs(fraction - 0.1) < 0.02  # over four sampling standard deviations
print(f"overlap distribution: predicted 0.1000, sampled {fraction:.4f}")
risk = 1e-6
delta = np.sqrt(-np.expm1(np.log1p(-risk) / (size - 1)))
print(f"overlap floor at failure probability {risk:.0e}: {delta:.3e}")
for k in (6, 10):
    theta = ritz(alpha, beta, k)[0]
    log_target = np.sum(np.log(beta[:k])) - np.log(delta)
    upper = theta[-1] + np.exp(log_target / k) + 1
    safe = brentq(lambda y: np.sum(np.log(y - theta)) - log_target,
                  theta[-1] + 1e-12, upper)
    if overlap >= delta:
        assert safe >= top
    print(f"  k={k}: probabilistic upper bound {safe:.5f} hartree")

# A smooth start gives a true nearby eigenvalue but misses the spectral top
smooth = np.zeros(size, complex)
smooth[zero] = 1
alpha_s, beta_s = lanczos(h_local, smooth, 4)
theta_s, small_vec = ritz(alpha_s, beta_s, 4)
smooth_bound = theta_s[-1] + beta_s[3]
residual = beta_s[3] * abs(small_vec[-1, -1])
distance = np.min(abs(ev_local - theta_s[-1]))
assert distance <= residual + 1e-10
assert smooth_bound < top
print(f"smooth start, k=4: theta_max {theta_s[-1]:.5f}, beta {beta_s[3]:.5f}, "
      f"b {smooth_bound:.5f} hartree")
print(f"  Ritz residual {residual:.5f}, nearest eigenvalue at "
      f"{distance:.5f} hartree")

# Chebyshev filtering of the two lowest states
wanted, degree, iterations = 2, 10, 20
lower = ev_local[wanted]
gap_low, gap_edge = lower - ev_local[0], lower - ev_local[wanted - 1]


def apply_filter(block, b, m):
    center, half = (lower + b) / 2, (b - lower) / 2
    previous = block
    current = (h_local @ block - center * block) / half
    for _ in range(2, m + 1):
        following = 2 * (h_local @ current - center * current) / half - previous
        previous, current = current, following
    return current


def gain(energy, b, m):
    t = abs((energy - (lower + b) / 2) / ((b - lower) / 2))
    return np.where(t > 1, np.cosh(m * np.arccosh(np.maximum(t, 1))),
                    abs(np.cos(m * np.arccos(np.minimum(t, 1)))))


print(f"filter: lower edge {lower:.5f}, a-lambda_1 {gap_low:.5f}, "
      f"a-lambda_2 {gap_edge:.5f} hartree")
pair = vec_local[:, [wanted - 1, -1]]
for factor in (0.98, 1.02):
    edge = top - factor * gap_edge
    gains = np.linalg.norm(apply_filter(pair, edge, degree), axis=0)
    predicted = gain(ev_local[[wanted - 1, -1]], edge, degree)
    assert np.allclose(gains, predicted, rtol=1e-8)
    ratio = gains[1] / gains[0]
    assert (ratio > 1) == (factor > 1)
    print(f"  overshoot/threshold {factor:.2f}: top/wanted gain {ratio:.5f}")

theta4 = ritz(alpha, beta, 4)[0]
zhou_li = theta4[-1] + beta[3]
assert zhou_li >= top
strong = top - 2 * gap_low
cases = (("random-start estimate", zhou_li, True),
         ("mild underestimate", top - 0.5 * gap_edge, True),
         ("strong underestimate", strong, False),
         ("smooth-start estimate", smooth_bound, False))
noise = np.column_stack([random_vector() for _ in range(wanted)])
initial = np.linalg.qr(vec_local[:, :wanted] + 0.01 * noise)[0]
start_parts = vec_local.conj().T @ initial
print(f"degree {degree}, {iterations} iterations, initial unwanted weight "
      f"{np.linalg.norm(start_parts[wanted:])**2 / wanted:.3e}")
for name, edge, should_converge in cases:
    gains = gain(ev_local, edge, degree)
    contraction = gains[wanted:].max() / gains[:wanted].min()
    assert (contraction < 1) == should_converge
    block, old_tangent = initial.copy(), None
    for iteration in range(iterations + 1):
        parts = vec_local.conj().T @ block
        if should_converge:
            tangent = np.linalg.norm(
                parts[wanted:] @ np.linalg.inv(parts[:wanted]), 2)
            if old_tangent is not None and tangent > 1e-9:
                assert tangent <= contraction * old_tangent * (1 + 1e-3)
            old_tangent = tangent
        if iteration < iterations:
            block = np.linalg.qr(apply_filter(block, edge, degree))[0]
    unwanted = np.linalg.norm(parts[wanted:])**2 / wanted
    energies = np.linalg.eigvalsh(block.conj().T @ h_local @ block)
    if should_converge:
        assert unwanted < 1e-16
        assert np.allclose(energies, ev_local[:wanted], atol=1e-9)
    else:
        assert unwanted > 1 - 1e-6
        assert energies[0] > edge
    print(f"{name}: b {edge:.5f}, Lam-b {top-edge:.5f} hartree, q {contraction:.3e}")
    print(f"  final unwanted weight {unwanted:.3e}; Ritz energies "
          f"{energies[0]:.5f}, {energies[1]:.5f} hartree")

for m in (10, 20):
    measured = np.linalg.norm(apply_filter(vec_local[:, [0, -1]], strong, m), axis=0)
    assert np.allclose(measured, gain(ev_local[[0, -1]], strong, m), rtol=1e-7)
    print(f"strong case, degree {m}: gain lowest {measured[0]:.4e}, "
          f"top {measured[1]:.4e}")
print("PASS")
```

Output:

```
plane waves: 515; largest kinetic energy: 7.7106 hartree
lowest four local eigenvalues: [-1.17996 -0.99271 -0.25964 -0.25964] hartree
largest eigenvalue, local: 7.54757 hartree
largest two, with projector: 13.61266, 7.54757 hartree
local: 200 random starts; median excess in hartree
  k=1: failures 200, certified 0, excess -1.2190
  k=2: failures 0, certified 0, excess 0.5744
  k=3: failures 0, certified 1, excess 1.4413
  k=4: failures 0, certified 103, excess 1.8090
  k=6: failures 0, certified 199, excess 2.0078
  k=8: failures 0, certified 200, excess 2.0711
  k=10: failures 0, certified 200, excess 1.9241
projector: 200 random starts; median excess in hartree
  k=1: failures 200, certified 0, excess -7.2294
  k=2: failures 200, certified 0, excess -4.8112
  k=3: failures 93, certified 74, excess 0.1221
  k=4: failures 6, certified 192, excess 2.5429
  k=6: failures 0, certified 200, excess 2.1169
  k=8: failures 0, certified 200, excess 2.1632
  k=10: failures 0, certified 200, excess 2.1894
first start, k=6: polynomial norm 91.49323, beta product 91.49323 hartree^6
first start, local: overlap with top state 0.01309
  k=4: theta_max 7.07432, beta 2.09080, b 9.16511 hartree; eta 3.721e-02
  k=6: theta_max 7.35754, beta 2.37555, b 9.73309 hartree; eta 3.285e-03
  k=10: theta_max 7.50140, beta 1.92870, b 9.43010 hartree; eta 1.254e-04
overlap distribution: predicted 0.1000, sampled 0.0978
overlap floor at failure probability 1e-06: 4.411e-05
  k=6: probabilistic upper bound 15.17324 hartree
  k=10: probabilistic upper bound 9.92187 hartree
smooth start, k=4: theta_max 1.99551, beta 1.69878, b 3.69430 hartree
  Ritz residual 1.21832, nearest eigenvalue at 0.06370 hartree
filter: lower edge -0.25964, a-lambda_1 0.92032, a-lambda_2 0.73308 hartree
  overshoot/threshold 0.98: top/wanted gain 0.94029
  overshoot/threshold 1.02: top/wanted gain 1.06291
degree 10, 20 iterations, initial unwanted weight 9.941e-05
random-start estimate: b 9.16511, Lam-b -1.61754 hartree, q 8.108e-03
  final unwanted weight 1.955e-29; Ritz energies -1.17996, -0.99271 hartree
mild underestimate: b 7.18103, Lam-b 0.36654 hartree, q 1.694e-01
  final unwanted weight 2.028e-29; Ritz energies -1.17996, -0.99271 hartree
strong underestimate: b 5.70693, Lam-b 1.84064 hartree, q 4.169e+01
  final unwanted weight 1.000e+00; Ritz energies 7.54431, 7.54616 hartree
smooth-start estimate: b 3.69430, Lam-b 3.85327 hartree, q 8.779e+03
  final unwanted weight 1.000e+00; Ritz energies 7.54411, 7.54594 hartree
strong case, degree 10: gain lowest 1.0670e+03, top 2.0158e+04
strong case, degree 20: gain lowest 2.2770e+06, top 8.1270e+08
PASS
```
